\section*{Estimating an insulator's band energy with random vectors on well-separated sites, part 2}

We estimate an insulator's zero-temperature band energy $E=\operatorname{Tr}A$, $A=2PH=H-|H|$, without computing all $N$ diagonal elements separately. $H$ is real symmetric and sparse in orthonormal localized orbitals, $P=\tfrac12(1-\operatorname{sign}H)$ is the density matrix per spin, and $r$ counts bonds. Energies are in joules from the chemical potential; eigenvalues $x$ lie in $[-b,-a]\cup[a,b]$.

The chain has $H=\Delta\Sigma+M$, $\Sigma_{jj}=(-1)^j$, $M=-t(S+S^{-1})$, $S$ the one-site shift, anions on odd sites, $\Delta=2.4\times10^{-19}$~J, $t=3.2\times10^{-19}$~J and bond length $2.2\times10^{-10}$~m:
\begin{equation}
H^2=\Delta^2+M^2=\Delta^2+2t^2+t^2(S^2+S^{-2}).
\label{h2}
\end{equation}

Sites are split into $m$ colours $C_c$, same-colour sites being more than $d$ bonds apart. With unit vectors $e_i$, $v_c=\sum_{i\in C_c}\eta_ie_i$, where $\eta_i=\pm1$ is random, or always 1 (``unsigned''). Then
\begin{equation}
\mathcal E=\sum_cv_c^TAv_c=\operatorname{Tr}A+\sum_c\sum_{i\neq j\in C_c}\eta_i\eta_jA_{ij},
\label{probe}
\end{equation}
with variance, for random signs,
\begin{equation}
\sigma^2=2\sum_c\sum_{i\neq j\in C_c}A_{ij}^2 .
\label{var}
\end{equation}
Diagonal elements (populations if $2P$ replaces $A$) follow from
\begin{equation}
\eta_i(Av_c)_i=A_{ii}+\sum_{j\in C_c,\,j\neq i}\eta_i\eta_jA_{ij},\qquad i\in C_c .
\label{diag}
\end{equation}
Chains use colour $j\bmod L$, so $m=L$, $d=L-1$. The square lattice, with coordinates $(X,Z)$ and $d=2\rho$, uses
\begin{equation}
c=[X+(2\rho+1)Z]\bmod m,\qquad m=2\rho^2+2\rho+1.
\label{lee}
\end{equation}

Averaging $m$ dense random-sign (Hutchinson) vectors gives $\sigma_{\rm H}^2=\frac2m\sum_{i\neq j}A_{ij}^2$; the clean chain's off-diagonal weight per site is $\Delta^2+4t^2-F_0^2=2.28281\times10^{-37}$~J$^2$. The opening figures, for $N=960$ and 24 vectors, were $2.80\times10^{-26}$~J (coloured) and $4.45\times10^{-21}$~J (dense) per site.

For any polynomial $p$ of degree below $r(i,j)$,
\begin{equation}
|f(H)_{ij}|=|(f-p)(H)_{ij}|\leq\max_{a\leq|x|\leq b}|f(x)-p(x)| .
\label{lemma}
\end{equation}
With $y=x^2$,
\begin{equation}
y=\frac{a^2+b^2}2+\frac{b^2-a^2}2\cos\theta=\Big(\frac{a+b}2\Big)^2|1+qe^{i\theta}|^2,\qquad q=\frac{b-a}{b+a}.
\label{map}
\end{equation}
\begin{align}
y^{1/2}&=F_0+2\sum_{k\geq1}F_k\cos k\theta, & F_k&=\frac{a+b}2(-q)^k\sum_{n\ge0}\beta_n\beta_{n+k}q^{2n},\label{F}\\
y^{-1/2}&=G_0+2\sum_{k\geq1}G_k\cos k\theta, & G_k&=\frac2{a+b}(-q)^k\sum_{n\ge0}\alpha_n\alpha_{n+k}q^{2n}.\label{G}
\end{align}
Here $(1-z)^{-1/2}=\sum_n\alpha_nz^n$ and $(1-z)^{1/2}=\sum_n\beta_nz^n$; $\beta_0=1$, $\beta_n<0$ for $n\geq1$, $|\beta_n|$ decreases, and $|\beta_n|\approx n^{-3/2}/(2\sqrt\pi)$. For $r\geq2$,
\begin{align}
|P_{ij}|&\leq B_P(r)=\sqrt{\frac ba}\,\frac{\alpha_sq^s}{1-q}, & s&=\lfloor r/2\rfloor,\label{BP}\\
|A_{ij}|&\leq B_E(r)=(a+b)\big(2-\sqrt{1-q^2}\big)\frac{|\beta_s|q^s}{1-q}, & s&=\lceil r/2\rceil.\label{BE}
\end{align}
The rate $\gamma$ per bond obeys $q=e^{-2\gamma}$, $\tanh\gamma=a/b$. With at most $z(r)$ same-colour partners at distance $r$, the unsigned bias and the noise obey
\begin{equation}
\frac{|\mathcal E-E|}N\leq\sum_{r>d}z(r)B_E(r),\qquad\frac\sigma N\leq\Big[\frac2N\sum_{r>d}z(r)B_E(r)^2\Big]^{1/2}.
\label{bounds}
\end{equation}

The algorithm replaces $\cos\theta$ by $Y=(2H^2-a^2-b^2)/(b^2-a^2)$ and $\cos k\theta$ by the Chebyshev polynomial $T_k(Y)$. Stopping at $k=n$ takes $2nm$ sparse products and changes the estimate per site by at most $B_E(2n+2)$.

\section{The clean ring}

On a plane wave $e^{i\kappa j}$, \eqref{h2} gives $y=\Delta^2+2t^2+2t^2\cos2\kappa$. This is \eqref{map} with $a=\Delta$, $b^2=\Delta^2+4t^2$ and $\theta=2\kappa$. Then $Y=\tfrac12(S^2+S^{-2})$ and $T_k(Y)=\tfrac12(S^{2k}+S^{-2k})$, so the Chebyshev coefficients are the matrix elements themselves: $|H|_{j,j\pm2k}=F_k$ and $(H^2)^{-1/2}_{j,j\pm2k}=G_k$. In $P=\tfrac12[1-H(H^2)^{-1/2}]$ only $\Delta\Sigma$ contributes at even distance, so on an anion $2P_{jj}=1+\Delta G_0$ and $P_{j,j\pm2k}=\Delta G_k/2$. On a ring, images at $k\pm N/2$ add terms of order $q^{N/2-k}$, negligible here.

From $\tanh\gamma=a/b$, $\sinh^2\gamma=a^2/(b^2-a^2)$, so $\sinh\gamma=\Delta/2t=0.375$. The numbers are $b=6.83520\times10^{-19}$~J, $q=(6.83520-2.4)/(6.83520+2.4)=0.480250$, $\gamma=0.366725$, and a decay length of 2.7268 bonds or $5.9991\times10^{-10}$~m. Averaging $y^{1/2}$ over $\kappa$ gives $F_0=(2b/\pi)\int_0^{\pi/2}(1-0.876712\sin^2\kappa)^{1/2}d\kappa$, with $4t^2/b^2=0.876712$. The series, this elliptic integral and dense diagonalization of the 960-site ring agree on $-F_0=-4.8879339\times10^{-19}$~J. With $G_0=2.309856\times10^{18}$~J$^{-1}$ the anion holds $1+0.5543653$ electrons, of charge $-2.490368\times10^{-19}$~C.

The rate $\gamma$ is sharp. For large $k$ and fixed $n$, $\alpha_{n+k}/\alpha_k$ and $\beta_{n+k}/\beta_k$ tend to 1 and are bounded by 1, so the sums in \eqref{F} and \eqref{G} tend to $\beta_k\sqrt{1-q^2}$ and $\alpha_k/\sqrt{1-q^2}$:
\begin{equation}
F_k\to\sqrt{ab}\,\beta_k(-q)^k,\qquad G_k\to\alpha_k(-q)^k/\sqrt{ab}.
\end{equation}
At $k=12$ the diagonalized elements are 1.01707 and 0.99437 times these forms. The prefactors of the bounds are not sharp: at $r=24$, $|P_{ij}|=7.1477\times10^{-6}$ and $B_P=7.8776\times10^{-5}$, a ratio of 11.0, close to the asymptotic $2(b/a)/(1-q)=2\times2.848/0.51975=10.96$.

For even $L\ge4$ each site has two partners at each distance $mL$ (from here $m=1,2,\dots$ counts these shells), with $A=-F_{mL/2}$. Equations \eqref{probe}, \eqref{var} and \eqref{diag} become
\begin{equation}
\text{bias}=-2\sum_mF_{mL/2},\quad\frac\sigma N=2\Big[\frac1N\sum_mF_{mL/2}^2\Big]^{1/2},\quad\delta n=2\Delta\sum_mG_{mL/2},
\end{equation}
with $\delta n$ the unsigned error of the anion population. In \eqref{F} the $n=0$ term $-|\beta_k|$ outweighs the positive rest, which is below $|\beta_k|(1-\sqrt{1-q^2})$. So $F_k<0$ for even $k\geq2$, and the bias is positive when 4 divides $L$. For $L=24$ the first shell suffices, with $F_{12}=-4.34532\times10^{-25}$~J and $G_{12}=5.95638\times10^{13}$~J$^{-1}$:
\begin{align}
\text{bias}&\approx2\times4.34532\times10^{-25}=8.691\times10^{-25}\ \mathrm J,\\
\sigma/N&\approx8.691\times10^{-25}/\sqrt{960}=2.805\times10^{-26}\ \mathrm J,\\
\sigma_{\rm H}/N&=\big[2\times2.28281\times10^{-37}/(960\times24)\big]^{1/2}=4.4515\times10^{-21}\ \mathrm J,\\
\delta n&\approx2\times2.4\times10^{-19}\times5.95638\times10^{13}=2.859\times10^{-5}.
\end{align}
The second and third lines are the opening figures. The full sums, checked against the diagonalized matrix, are in joules per site:
\begin{center}
\begin{tabular}{rccc}
$L$ & bias & $\sigma/N$ & $\sigma_{\rm H}/N$\\
4 & $2.703\times10^{-20}$ & $8.098\times10^{-22}$ & $1.090\times10^{-20}$\\
8 & $1.788\times10^{-21}$ & $5.671\times10^{-23}$ & $7.710\times10^{-21}$\\
12 & $2.111\times10^{-22}$ & $6.785\times10^{-24}$ & $6.295\times10^{-21}$\\
16 & $3.078\times10^{-23}$ & $9.923\times10^{-25}$ & $5.452\times10^{-21}$\\
24 & $8.691\times10^{-25}$ & $2.805\times10^{-26}$ & $4.452\times10^{-21}$
\end{tabular}
\end{center}
The bias bound in \eqref{bounds} with two partners per shell runs from $1.245\times10^{-19}$ to $4.209\times10^{-24}$~J, under five times the true value. At $L=4$ unsigned probing is worse than dense random vectors. Direct sampling at $L=8$ with 300 sign draws gave a standard deviation of $5.56\times10^{-23}$~J and a mean error of $1.3\times10^{-24}$~J, inside the standard error $5.67\times10^{-23}/\sqrt{300}=3.3\times10^{-24}$~J.

A pure exponential fit misreads $\gamma$. The slope $\ln(\sigma_{16}/\sigma_{24})/8$ is 0.4458 per bond, not 0.3667, because $|\beta_k|\propto k^{-3/2}$ adds $\tfrac32\ln(24/16)/8$ and predicts 0.4427.

Unsigned probing of a crystal has a plain meaning when $L$ is a multiple of the period, here for even $L$. The vectors $v_c/\sqrt{N/L}$ are an orthonormal basis of the $L$-periodic vectors; $H$ maps this space into itself and acts there as the Hamiltonian of an $L$-site ring. So $\mathcal E/N$ is the energy per site of that small ring, a supercell sampled at $\kappa=0$. For $L=4$ the wave numbers $0,\pi/2,\pi,3\pi/2$ give $y^{1/2}=b,a,b,a$ and the energy $-(a+b)/2=-4.6176015\times10^{-19}$~J, which lies $2.7033\times10^{-20}$~J above $-F_0$, as in the table. The method is useful where no such periodicity exists. This alternating chain also flatters it through parity: for odd $L$ the first partners sit at odd distance, where $|H|$ vanishes, and the error looks like that of a colouring twice as wide.

\section{Disorder and two dimensions}

Add on-site energies $W$ drawn uniformly from $[-w,w]$, with $w=0.8\times10^{-19}$~J, and open the ends. The clean part $H_0$ still obeys $H_0^2=\Delta^2+M^2$, and the norm of $M$ is at most $zt$ for $z$ neighbours, the largest row sum. The triangle inequality applied to $|H_0v+Wv|$ gives $a=\Delta-w$ and $b=\sqrt{\Delta^2+z^2t^2}+w$ with no diagonalization.

For a chain of 1200 sites, $a=1.6\times10^{-19}$~J, $b=7.6352\times10^{-19}$~J, $q=0.65350$ and $\gamma=0.21271$; the true spectrum has $1.989\times10^{-19}\leq|x|\leq7.299\times10^{-19}$~J. With $L=16$ and $n=40$ the algorithm needs $2\times40\times16=1280$ sparse products, with truncation bound $9.6\times10^{-29}$~J. At this size the count exceeds $N$, but each product costs $O(N)$ and the count stays fixed as $N$ grows. One draw of signs gave $-4.87931410\times10^{-19}$~J per site against $-4.87931033\times10^{-19}$~J from diagonalization, an error of $-3.8\times10^{-25}$~J. Equation \eqref{var} gives $\sigma/N=9.3\times10^{-25}$~J, and dense vectors give $4.9\times10^{-21}$~J. The unsigned error, $3.05\times10^{-23}$~J, is almost the clean bias $3.08\times10^{-23}$~J: disorder of this strength does not randomize the signs of the elements, and the signs must be supplied. The bounds, $8.3\times10^{-23}$~J for $\sigma/N$ and $2.9\times10^{-21}$~J for the bias, hold but are about 90 and 96 times too large. With the true edges of the spectrum, $a=1.989\times10^{-19}$~J and $b=7.299\times10^{-19}$~J ($q=0.5717$), the bias bound is $7.67\times10^{-22}$~J, so the cautious $a$ and $b$ cost a factor $2.92\times10^{-21}/7.67\times10^{-22}\approx3.8$. A further factor $7.67/1.48\approx5.2$ separates this from the bias bound of the clean ring at $L=16$, $1.48\times10^{-22}$~J: disorder widens the spectrum, although the bias has hardly changed. The clean bound is itself 4.8 times the clean bias.

For a disordered $30\times30$ lattice with the colouring \eqref{lee}, $b=1.38231\times10^{-18}$~J and $\gamma=0.11627$. The energy per site is $-5.922\times10^{-19}$~J. Standard deviations per site in joules, from the diagonalized matrix, with the bound evaluated for $z(r)=4r$:
\begin{center}
\begin{tabular}{rrccc}
$d$ & colours & probing & bound & dense\\
2 & 5 & $1.016\times10^{-21}$ & $2.4\times10^{-19}$ & $1.48\times10^{-20}$\\
4 & 13 & $1.097\times10^{-22}$ & $1.3\times10^{-19}$ & $9.19\times10^{-21}$\\
6 & 25 & $3.869\times10^{-23}$ & $7.6\times10^{-20}$ & $6.63\times10^{-21}$\\
8 & 41 & $1.604\times10^{-23}$ & $4.9\times10^{-20}$ & $5.18\times10^{-21}$
\end{tabular}
\end{center}
The bound is useless as an error bar here, being above even the dense-vector noise. The mean slope, 0.6914 per bond, is six times $\gamma$, but it is not a rate: successive ratios are 9.3, 2.8 and 2.4, and the last corresponds to $\ln(2.41)/2=0.44$ per bond. The nearest partners, at odd distance $2\rho+1$, have $|H|_{ij}=0$ without disorder and acquire elements only through it; the next ones, such as $(1,2\rho+1)$, sit at even distance. Which group dominates the noise at each $d$ was not examined. Four points on a small disordered patch do not fix the asymptotic rate. Between 13 and 41 vectors the noise fell by a factor 6.8, whereas on the ring going from 12 to only 24 gave 242, although the slopes per bond of colouring distance are similar, $\ln6.8/4=0.48$ and $\ln242/12=0.46$: the difference is that 28 more vectors add 4 bonds on the lattice, while 12 more add 12 bonds on the ring.

\section{Closing the gap}

For $\Delta=0$, $a=0$ and $q=1$, and the geometric sums behind \eqref{BP} and \eqref{BE} diverge. Equations \eqref{probe} and \eqref{var} remain exact. Now $y^{1/2}=2t\cos(\theta/2)$ on $[0,\pi]$, and
\begin{align}
F_k&=\frac{2t}\pi\int_0^\pi\cos\frac\theta2\cos k\theta\,d\theta=\frac t\pi\left[\frac{\sin(k+\frac12)\pi}{k+\frac12}+\frac{\sin(k-\frac12)\pi}{k-\frac12}\right]\nonumber\\
&=\frac t\pi(-1)^k\left[\frac1{k+\frac12}-\frac1{k-\frac12}\right]=\frac{4t}\pi\frac{(-1)^{k+1}}{4k^2-1}.
\end{align}
The energy per site is $-4t/\pi=-4.074367\times10^{-19}$~J. For $L$ divisible by 4 the small ring has $\sum_n|\cos(2\pi n/L)|=2\sum_{n=-L/4}^{L/4}\cos(2\pi n/L)$, and this geometric sum equals $2\sin(\pi/2+\pi/L)/\sin(\pi/L)=2\cot(\pi/L)$. With $\cot\epsilon\approx1/\epsilon-\epsilon/3$,
\begin{equation}
\text{bias}=\frac{4t}\pi-\frac{4t}L\cot\frac\pi L\approx\frac{4\pi t}{3L^2},
\end{equation}
measured from the infinite chain. At $L=4$ this is $(4.07437-3.2)\times10^{-19}=8.744\times10^{-20}$~J; at $L=24$ it is $2.3298\times10^{-21}$~J, against $2.3271\times10^{-21}$~J from the $L^{-2}$ form. The noise follows the same power: with infinite-chain elements and $N=960$, $\sigma/N$ is $1.913\times10^{-22}$~J at $L=12$ and $4.758\times10^{-23}$~J at $L=24$, a ratio of 4.02. This still beats the $4.60\times10^{-21}$~J of 24 dense vectors, but the decay is a power law.

The density matrix of this metal decays more slowly, $P_{j,j+r}=\frac1{2\pi}\int_{-\pi/2}^{\pi/2}e^{i\kappa r}d\kappa=\sin(\pi r/2)/(\pi r)$. It vanishes at even $r$, so a test of the electron number with even $L$ shows zero error by symmetry and says nothing about convergence. A small gap behaves like a metal until $d$ exceeds $1/\gamma\approx b/a$, since $q^{d/2}=e^{-\gamma d}$ is near 1 well below that distance and has fallen only to $1/e$ when it is reached. A defect level close to the chemical potential reduces $a$, and with it the guaranteed rate, for the whole system. Long-range elements of $H$, as from exact exchange, or a non-orthogonal basis break the assumption behind \eqref{lemma} that one power of $H$ moves one bond on a sparse graph, and the decay must then be established separately.

\section*{Numbers as computed}
\begin{verbatim}
Delta = 2.400e-19 J, t = 3.200e-19 J, w = 8.000e-20 J, bond = 2.200e-10 m
e = 1.602176634e-19 C, gap 2*Delta = 4.800e-19 J = 2.996 eV
clean ring: N = 960, a = 2.40000e-19 J, b = 6.83520e-19 J, q = 0.480250
gamma = 0.366725 per bond, decay length = 2.7268 bonds = 5.9991e-10 m
sqrt(ab) = 4.05025e-19 J, elliptic parameter 4t^2/b^2 = 0.876712
energy per site -F_0 = -4.8879339e-19 J, G_0 = 2.309856e+18 1/J
anion population = 1.5543653, its charge = -2.490368e-19 C
k= 1 alpha=0.500000 beta=-0.500000 F_k=1.07584e-19 J G_k=-5.72816e+17 1/J
k= 2 alpha=0.375000 beta=-0.125000 F_k=-1.25148e-20 J G_k=2.08609e+17 1/J
k= 4 alpha=0.273438 beta=-0.039062 F_k=-8.78351e-22 J G_k=3.54020e+16 1/J
k= 6 alpha=0.225586 beta=-0.020508 F_k=-1.05107e-22 J G_k=6.76307e+15 1/J
k= 8 alpha=0.196381 beta=-0.013092 F_k=-1.53728e-23 J G_k=1.36094e+15 1/J
k=12 alpha=0.161180 beta=-0.007008 F_k=-4.34532e-25 J G_k=5.95638e+13 1/J
k=12 exact/asymptote: G 0.99437, F 1.01707
r=24: |P_ij| = 7.1477e-06, B_P = 7.8776e-05
off-diagonal weight Delta^2+4t^2-F_0^2 = 2.28281e-37 J^2
insulator, per site in J: bias, bias bound, sigma, Hutchinson; population bias
L= 4 2.7033e-20 1.2451e-19 8.0984e-22 1.0904e-20; 1.2120e-01
L= 8 1.7883e-21 8.4438e-21 5.6706e-23 7.7103e-21; 1.7676e-02
L=12 2.1109e-22 1.0082e-21 6.7847e-24 6.2954e-21; 3.2752e-03
L=16 3.0775e-23 1.4797e-22 9.9231e-25 5.4520e-21; 6.5458e-04
L=24 8.6911e-25 4.2094e-24 2.8049e-26 4.4515e-21; 2.8594e-05
L=4 ring energy per site -(a+b)/2 = -4.6176015e-19 J
slope ln(sigma16/sigma24)/8 = 0.4458, gamma+1.5 ln(1.5)/8 = 0.4427 per bond
metal, energy per site -4t/pi = -4.074367e-19 J
metal, per site in J: bias, 4 pi t/(3L^2), sigma, Hutchinson
L= 4 8.7437e-20 8.3776e-20 1.8173e-21 1.1264e-20
L= 8 2.1162e-20 2.0944e-20 4.3390e-22 7.9647e-21
L=12 9.3512e-21 9.3084e-21 1.9126e-22 6.5032e-21
L=16 5.2495e-21 5.2360e-21 1.0727e-22 5.6319e-21
L=24 2.3298e-21 2.3271e-21 4.7579e-23 4.5984e-21
L=8, 300 samples: mean error 1.342e-24 J, std 5.5637e-23 J
disordered chain: N = 1200, L = 16, n = 40, sparse products = 1280
a = 1.6000e-19 J, b = 7.63520e-19 J, q = 0.65350, gamma = 0.21271
true min|E| = 1.9890e-19 J, max|E| = 7.2989e-19 J
exact energy per site = -4.87931033e-19 J, truncation bound = 9.562e-29 J
signed estimate = -4.87931410e-19 J, error = -3.768e-25 J
sigma = 9.312e-25 J, bound = 8.331e-23 J, Hutchinson = 4.866e-21 J
unsigned error = 3.052e-23 J, bound = 2.919e-21 J
2D: N = 900, a = 1.6000e-19 J, b = 1.38231e-18 J, gamma = 0.11627 per bond
2D energy per site = -5.922444e-19 J; rows in J: sigma, bound, Hutchinson
d=2 m= 5 1.0156e-21 2.3838e-19 1.4823e-20
d=4 m=13 1.0965e-22 1.2598e-19 9.1926e-21
d=6 m=25 3.8691e-23 7.5932e-20 6.6289e-21
d=8 m=41 1.6038e-23 4.8833e-20 5.1763e-21
2D slope ln(sigma_d2/sigma_d8)/6 = 0.6914 per bond
\end{verbatim}
